**Second-order kernel $iG\,\delta W/\delta G$ of GW-BSE and its size in a two-level model**

With $\Sigma=iGW$, $W=v+vPW$, $P=-iGG$, the neglected kernel term is $G(12)G(43)[W(14)W(32)+W(13)W(42)]$, a particle-particle (pp) and a particle-hole (ph) diagram whose resonant element $X$ enters closed-shell singlets as $2X$ and triplets as zero. For two levels $v,c$ with gap $D$ and static $W$, $X_{pp}=(p_W^2+q_W^2)/(\Omega-2D)$ and $X_{ph}=-2p_Wq_W/(\Omega-2D)$, with $p_W=(cc|W|cv)$, $q_W=(vv|W|cv)$, and $R=2|X|/J_W$ with $J_W=(vv|W|cc)$. The program asserts the kernel formula, its order in $v$ and its spin structure against finite differences on discrete points, and the four-orbital closed forms against contour quadrature and a Fock-space sum over double excitations. It asserts that the second-order singlet-triplet coefficient from exact diagonalization equals $2X$ plus the iterated first-order terms (four orbitals) or $2X$ (two levels), that the on-shell $X$ equals the double-pole coefficient of the full triangle response for static and dynamical $W$, and that the symmetric cases vanish or cancel. For the two-site model with a 10 eV gap the output gives $2X=-0.3225$ eV and $R=0.072$ on shell, and $-0.2705$ eV at the singlet energy. With dynamical $W$ the sum is $-0.3158$ eV, while $X_{pp}$ and $X_{ph}$ change from $-0.0946$ and $-0.0666$ eV to $-0.1537$ and $-0.0042$ eV.

## Numerical check

```python
# Result under test: with Sigma=iGW, W=v+vPW, P(12)=-iG(12)G(21),
#   iG(12) dW(12)/dG(34) = G(12)G(43)[W(14)W(32) (pp) + W(13)W(42) (ph)].
# X = resonant kernel element, pair (hole i, electron a) -> (j,b), energy Om.
# Closed shell: singlet 2X, triplet 0. Two levels v,c, gap D, static W:
#   X_pp=(p^2+q^2)/(Om-2D), X_ph=-2pq/(Om-2D), p=(cc|W|cv), q=(vv|W|cv).
# w[p,q,r,s]=(pq|rs), real orbitals. J=(vv|cc), K=(vc|vc). Model energies in eV.
import numpy as np
from scipy.constants import physical_constants
rng = np.random.default_rng(7)

# ---- functional derivative on discrete points (4 space-time points x 2 spins)
def screened(G, v):
    return np.linalg.solve(np.eye(len(G)) - v @ (-1j * G * G.T), v)
def crand(n):
    return 0.3 * (rng.normal(size=(n, n)) + 1j * rng.normal(size=(n, n)))
def g_dw(G, v, d, h=1e-5):
    return 1j * G * (screened(G + h * d, v) - screened(G - h * d, v)) / (2 * h)
v0 = rng.normal(size=(4, 4)); v0 = 0.15 * (v0 + v0.T)
v = np.kron(np.ones((2, 2)), v0)
G = crand(8); W = screened(G, v); I8 = np.eye(8)
first = 1j * np.einsum('ac,bd,ab->abcd', I8, I8, W)
k_pp = np.einsum('ab,dc,ad,cb->abcd', G, G, W, W)
k_ph = np.einsum('ab,dc,ac,db->abcd', G, G, W, W)
fd = np.zeros((8,) * 4, complex); h = 1e-5
for c in range(8):
    for d in range(8):
        e = np.zeros((8, 8)); e[c, d] = h
        fd[:, :, c, d] = 1j * ((G + e) * screened(G + e, v) - (G - e) * screened(G - e, v)) / (2 * h)
size = np.abs(k_pp + k_ph).max()
err_fd = np.abs(fd - first - k_pp - k_ph).max() / size
assert err_fd < 1e-6 and np.abs(fd - first - k_pp).max() > 1e-2 * size
dG = crand(8)
order = np.log2(np.linalg.norm(g_dw(G, 1e-2 * v, dG)) / np.linalg.norm(g_dw(G, 5e-3 * v, dG)))
assert abs(order - 2) < 0.05
Gs = np.kron(np.eye(2), crand(4)); d4 = crand(4)
up = g_dw(Gs, v, np.kron(np.diag([1., 0.]), d4))
ref_size = np.abs(up).max()
assert np.abs(g_dw(Gs, v, np.kron(np.eye(2), d4)) - 2 * up).max() < 1e-6 * ref_size
for s in (np.diag([1., -1.]), np.array([[0., 1.], [0., 0.]]), np.array([[0., 1.], [1., 0.]])):
    assert np.abs(g_dw(Gs, v, np.kron(s, d4))).max() < 1e-6 * ref_size

# ---- closed form for static W
def x_static(eps, no, w, i, a, j, b, Om):
    occ, vir = range(no), range(no, len(eps)); D = lambda x, y: eps[x] - eps[y]
    pp = sum(w[c,a,d,j]*w[i,c,b,d]/(Om-D(c,i)-D(d,j)) for c in vir for d in vir) \
       + sum(w[k,a,l,j]*w[i,k,b,l]/(Om-D(a,k)-D(b,l)) for k in occ for l in occ)
    ph = -sum(w[c,a,b,l]*w[i,c,l,j]/(Om-D(c,i)-D(b,l)) for c in vir for l in occ) \
         - sum(w[k,a,b,d]*w[i,k,d,j]/(Om-D(a,k)-D(d,j)) for k in occ for d in vir)
    return np.array([pp, ph])

# ---- quadrature on omega = Om/2 + i y
xg, wg = np.polynomial.legendre.leggauss(300)
def line(Om, scale):
    th = xg * np.pi / 2
    return Om / 2 + 1j * scale * np.tan(th), -wg * scale / np.cos(th) ** 2 / 4
def x_contour(eps, no, wfun, i, a, j, b, Om, scale):
    om, wt = line(Om, scale); n = len(eps)
    gin = np.array([1/(Om-om-eps[m]+eps[i]) if m >= no else -1/(om-eps[a]+eps[m]) for m in range(n)])
    gout = lambda z: np.array([1/(z-eps[m]+eps[j]) if m >= no else -1/(Om-z-eps[b]+eps[m]) for m in range(n)])
    W1, W2 = wfun(om), wfun(Om - om)
    pp = np.einsum('N,mN,nN,Nmn,Nmn->', wt, gin, gout(om), W1[:, :, a, :, j], W2[:, i, :, b, :])
    ph = np.einsum('N,mN,nN,Nmn,Nmn->', wt, gin, gout(Om - om), W1[:, :, a, b, :], W2[:, i, :, :, j])
    assert abs(pp.imag) + abs(ph.imag) < 1e-10
    return np.array([pp.real, ph.real])
def double_pole(eps, wfun):
    # two levels: (Om-D)^2 dchi(Om) -> Om=D, full triangles, probe |v><c|+|c><v|
    D = eps[1] - eps[0]
    def tri(om, Om):
        t = np.zeros((len(om), 2, 2, 2), complex)
        for a, i in ((1, 0), (0, 1)):
            for m in range(2):
                x = [eps[a] - Om + 0 * om, eps[m] - Om + om, eps[i] + 0 * om]
                for k, orb in enumerate((a, m, i)):
                    if orb == 0:
                        t[:, a, m, i] += 1 / ((x[k] - x[k - 1]) * (x[k] - x[k - 2]))
        return t
    def f(hh):
        Om = D * (1 - hh); om, wt = line(Om, D); W1, W2 = wfun(om), wfun(Om - om)
        t1, t2 = tri(om, Om), tri(Om - om, Om)
        pp = np.einsum('N,Nami,Nbnj,Nmanj,Nimbn->', wt, t1, t2, W1, W2)
        ph = np.einsum('N,Nami,Nbnj,Nmabn,Nimnj->', wt, t1, t1, W1, W2)
        return (Om - D) ** 2 * np.array([pp.real, ph.real])
    return 2 * f(1e-4) - f(2e-4)

# ---- Fock space, H = H0 + lam (V - V_HF), Sz = 0
def fock(eps, no, w):
    n = len(eps); ops = []
    for k in range(2 * n):
        m = np.eye(1)
        for l in range(2 * n):
            m = np.kron(m, np.diag([1., -1.]) if l < k else (np.array([[0., 1.], [0., 0.]]) if l == k else np.eye(2)))
        ops.append(m)
    oc = np.array([np.diag(o.T @ o) for o in ops])
    keep = np.where((oc[:n].sum(0) == no) & (oc[n:].sum(0) == no))[0]
    E = np.array([[[(ops[s*n+p].T @ ops[s*n+q])[np.ix_(keep, keep)] for q in range(n)]
                   for p in range(n)] for s in range(2)])
    Et = E[0] + E[1]
    V = 0.5 * np.einsum('pqxy,pqyz->xz', Et, np.einsum('pqrs,rsyz->pqyz', w, Et)) \
        - 0.5 * np.einsum('ps,psxz->xz', np.einsum('pqqs->ps', w), Et)
    u = sum(2 * w[:, :, k, k] - w[:, k, k, :] for k in range(no))
    V = V - np.einsum('pq,pqxz->xz', u, Et)
    level = (oc[no:n].sum(0) + oc[n + no:].sum(0))[keep]
    e0 = sum(eps[p] * np.diag(Et[p, p]) for p in range(n))
    ref = (level == 0).astype(float)
    return E, V, level, e0 - e0 @ ref, ref
def split_second_order(F, i, a, lam=2e-3):
    E, V, level, e0, ref = F
    S, T = (E[0, a, i] + E[1, a, i]) @ ref, (E[0, a, i] - E[1, a, i]) @ ref
    def gap(x):
        en, U = np.linalg.eigh(np.diag(e0) + x * V)
        return en[np.argmax(abs(S @ U))] - en[np.argmax(abs(T @ U))]
    c2 = lambda x: (gap(x) + gap(-x)) / (2 * x * x)
    return (4 * c2(lam) - c2(2 * lam)) / 3

eps4 = np.array([-1.3, -0.5, 0.5, 1.6]); L = 0.2 * rng.normal(size=(5, 4, 4)); L = L + L.transpose(0, 2, 1)
w4 = np.einsum('Ppq,Prs->pqrs', L, L); F4 = fock(eps4, 2, w4)
pairs = [(i, a) for i in (0, 1) for a in (2, 3)]; dbl = F4[2] == 2; Om = 1.2
const = lambda w: (lambda z: np.broadcast_to(w, (len(z),) + w.shape))
for i, a in pairs:
    for j, b in pairs:
        xs = x_static(eps4, 2, w4, i, a, j, b, Om)
        assert np.abs(xs - x_contour(eps4, 2, const(w4), i, a, j, b, Om, 1.0)).max() < 1e-9
        ket, bra = F4[1] @ F4[0][0, a, i] @ F4[4], F4[1] @ F4[0][1, b, j] @ F4[4]
        assert abs(xs.sum() - np.sum(bra[dbl] * ket[dbl] / (Om - F4[3][dbl]))) < 1e-11
i, a = 1, 2; D4 = eps4[a] - eps4[i]; red = 0.0
for k, c in pairs:
    Dk = eps4[c] - eps4[k]; ex = 2 * w4[i, a, k, c]
    if (k, c) != (i, a):
        red += ((ex - w4[i, k, a, c]) ** 2 - w4[i, k, a, c] ** 2) / (D4 - Dk)
    red -= ((ex - w4[i, c, k, a]) ** 2 - w4[i, c, k, a] ** 2) / (D4 + Dk)
x4 = 2 * x_static(eps4, 2, w4, i, a, i, a, D4).sum(); ed4 = split_second_order(F4, i, a)
assert abs(x4) > 1e-4 and abs(ed4 - red - x4) < 1e-6

# ---- two-site, two-level model
def model(t, delta, UL, UR, V):
    eps, C = np.linalg.eigh(np.array([[-delta / 2, -t], [-t, delta / 2]])); C = C * np.sign(C[0])
    vs = np.array([[UL, V], [V, UR]]); D = eps[1] - eps[0]; r = C[:, 0] * C[:, 1]
    orb = lambda m: np.einsum('Nab,ap,aq,br,bs->Npqrs', m, C, C, C, C)
    def wfun(z):
        P = (4 * D / (z ** 2 - D ** 2))[:, None, None] * np.outer(r, r)
        return orb(np.linalg.solve(np.eye(2) - vs @ P, np.broadcast_to(vs, P.shape).astype(complex)))
    return eps, D, orb(vs[None])[0], wfun(np.zeros(1, complex))[0].real, wfun
t, delta, UL, UR, V = 4.0, 6.0, 8.0, 6.0, 3.0
eps, D, vb, w0, wfun = model(t, delta, UL, UR, V)
p, q, K, J = vb[1,1,1,0], vb[0,0,1,0], vb[0,1,0,1], vb[0,0,1,1]
die = 1 + 4 * K / D; pW, qW, JW = p / die, q / die, J - 4 * p * q / (D + 4 * K)
Os = np.sqrt(D * (D + 4 * K))
assert np.allclose([pW, qW, JW], [w0[1,1,1,0], w0[0,0,1,0], w0[0,0,1,1]], atol=1e-12)
z = 3.0 + 2.0j
assert abs(wfun(np.array([z]))[0,0,0,1,1] - (J + p * q * 4 * D / (z * z - Os ** 2))) < 1e-12
two = lambda O: np.array([pW ** 2 + qW ** 2, -2 * pW * qW]) / (O - 2 * D)
ES, ET = D + 2 * K - JW, D - JW
for O in (D, ES):
    assert np.abs(two(O) - x_contour(eps, 1, const(w0), 0, 1, 0, 1, O, D)).max() < 1e-10
assert np.abs(two(D) - double_pole(eps, const(w0))).max() < 1e-6
ed2 = split_second_order(fock(eps, 1, w0), 0, 1)
assert abs(ed2 + 2 * (pW - qW) ** 2 / D) < 1e-6
xdyn = x_contour(eps, 1, wfun, 0, 1, 0, 1, D, D)
assert np.abs(xdyn - double_pole(eps, wfun)).max() < 1e-6
def onshell(tt, dd, ul, ur):
    e, d, _, w, _ = model(tt, dd, ul, ur, V)
    return x_contour(e, 1, const(w), 0, 1, 0, 1, d, d), w[0, 0, 1, 1]
xsym, _ = onshell(D / 2, 0.0, 7.0, 7.0); xeq, _ = onshell(D / 2, 0.0, UL, UR)
assert np.abs(xsym).max() < 1e-12 and abs(xeq.sum()) < 1e-12 and abs(xeq[0]) > 1e-3
ds = np.linspace(-0.99, 0.99, 199) * D
Rs = []
for dd in ds:
    x, jw = onshell(np.sqrt(D * D - dd * dd) / 2, dd, UL, UR); Rs.append(-2 * x.sum() / jw)
Ha = physical_constants['Hartree energy in eV'][0]

print(f"finite-difference kernel, relative error = {err_fd:.1e}")
print(f"order of G dW/dG in v = {order:.3f}")
print(f"4-orbital test: ED coefficient = {ed4:.6f}, reducible = {red:.6f}, 2X = {x4:.6f} (model units)")
print(f"inputs: t = {t}, delta = {delta}, U_L = {UL}, U_R = {UR}, V = {V} eV")
print(f"gap D = {D:.4f} eV, double excitation 2D = {2*D:.4f} eV")
print(f"bare p = {p:.4f}, q = {q:.4f}, K = {K:.4f}, J = {J:.4f} eV")
print(f"epsilon = {die:.4f}, RPA pole Omega_s = {Os:.4f} eV")
print(f"screened p_W = {pW:.4f}, q_W = {qW:.4f}, p_W-q_W = {pW-qW:.4f}, J_W = {JW:.4f} eV")
print(f"static TDA BSE: singlet = {ES:.4f} eV, triplet = {ET:.4f} eV")
for name, x in (("static W, on shell", two(D)), ("static W, at singlet energy", two(ES)), ("dynamical W, on shell", xdyn)):
    print(f"{name}: X_pp = {x[0]:.4f}, X_ph = {x[1]:.4f}, 2X = {2*x.sum():.4f} eV")
    print(f"   2|X_pp|/J_W = {2*abs(x[0])/JW:.4f}, 2|X_ph|/J_W = {2*abs(x[1])/JW:.4f}, R = {2*abs(x.sum())/JW:.4f}")
    print(f"   corrected singlet = {ES+2*x.sum():.4f} eV")
print(f"2X (static, on shell) = {2*two(D).sum()/Ha:.5f} hartree")
print(f"ED second-order singlet-triplet coefficient = {ed2:.4f} eV")
print(f"delta=0, t={D/2:.1f} eV, U_L=U_R=7 eV: X_pp = {abs(xsym[0]):.4f}, X_ph = {abs(xsym[1]):.4f} eV")
print(f"delta=0, t={D/2:.1f} eV, U_L={UL}, U_R={UR} eV: X_pp = {xeq[0]:.4f}, X_ph = {xeq[1]:.4f} eV")
print(f"largest R at fixed gap = {max(Rs):.4f} at delta = {ds[int(np.argmax(Rs))]:.1f} eV")
print("all tests passed")
```

Running it gives:

```
finite-difference kernel, relative error = 3.8e-10
order of G dW/dG in v = 2.000
4-orbital test: ED coefficient = -1.047245, reducible = -0.247138, 2X = -0.800108 (model units)
inputs: t = 4.0, delta = 6.0, U_L = 8.0, U_R = 6.0, V = 3.0 eV
gap D = 10.0000 eV, double excitation 2D = 20.0000 eV
bare p = -0.5600, q = 1.3600, K = 1.2800, J = 4.2800 eV
epsilon = 1.5120, RPA pole Omega_s = 12.2963 eV
screened p_W = -0.3704, q_W = 0.8995, p_W-q_W = -1.2698, J_W = 4.4815 eV
static TDA BSE: singlet = 8.0785 eV, triplet = 5.5185 eV
static W, on shell: X_pp = -0.0946, X_ph = -0.0666, 2X = -0.3225 eV
   2|X_pp|/J_W = 0.0422, 2|X_ph|/J_W = 0.0297, R = 0.0720
   corrected singlet = 7.7560 eV
static W, at singlet energy: X_pp = -0.0794, X_ph = -0.0559, 2X = -0.2705 eV
   2|X_pp|/J_W = 0.0354, 2|X_ph|/J_W = 0.0249, R = 0.0604
   corrected singlet = 7.8080 eV
dynamical W, on shell: X_pp = -0.1537, X_ph = -0.0042, 2X = -0.3158 eV
   2|X_pp|/J_W = 0.0686, 2|X_ph|/J_W = 0.0019, R = 0.0705
   corrected singlet = 7.7627 eV
2X (static, on shell) = -0.01185 hartree
ED second-order singlet-triplet coefficient = -0.3225 eV
delta=0, t=5.0 eV, U_L=U_R=7 eV: X_pp = 0.0000, X_ph = 0.0000 eV
delta=0, t=5.0 eV, U_L=8.0, U_R=6.0 eV: X_pp = -0.0154, X_ph = 0.0154 eV
largest R at fixed gap = 0.1136 at delta = -8.4 eV
all tests passed
```
